\section*{Why palladium seeds start electroless copper more readily than bare dielectric}

\section*{Question}

A board or wafer with an insulating surface is dipped into an alkaline bath that contains a copper(II) complex and formaldehyde. Copper grows where palladium seeds a few nanometres wide have been placed, and hardly at all on the bare insulator between them. What does the palladium supply that the dielectric lacks? How much of the answer lies in the barrier for taking hydrogen from the reductant, and how much in electronic conductivity?

\section*{Mechanism}

In alkali, part of the formaldehyde is present as the anion $\mathrm{H_2C(OH)O^-}$. This anion gives up electrons after one of its C--H bonds breaks:
\begin{equation}
\mathrm{H_2C(OH)O^-}\;\to\;\mathrm{HCOOH}+\mathrm{H_{ads}}+e^- .
\end{equation}
The acid is then neutralised by the bath. The surface has two tasks here. It must hold the hydrogen atom, and it must stabilise the remaining fragment, either by binding it or by accepting its electron. The electron must then reach a place where copper(II) is reduced. Ions in the solution close the circuit, but they cannot replace the electron path in the solid.

Palladium binds hydrogen and has empty electronic states at the Fermi level. A clean dielectric whose surface bonds are saturated binds a hydrogen atom weakly and has no states in its gap to take the electron. The two properties in the question therefore enter at different points: the first sets the rate of bond breaking, the second the transport of charge.

\section*{Formula for the abstraction barrier}

Let $D$ be the energy needed to break the C--H bond in free space, and $A$ the total energy the surface returns by stabilising both products. Energies are electronic, without zero-point motion, and are counted from the separated reactants. The products then lie at $D-A$. A path from $0$ to $D-A$ cannot have its highest point below either end, so
\begin{equation}
E^\ddagger\ge\max(0,\,D-A).
\label{bound}
\end{equation}

For the barrier itself a model is needed. Let $n$ be the bond order left in the C--H bond, and assume that the surface gains what this bond loses, $1-n$. With one exponent $p>1$ for both,
\begin{equation}
E(n)=D-Dn^p-A(1-n)^p .
\end{equation}
This gives $E(1)=0$ for the reactants and $E(0)=D-A$ for the products. The second derivative, $-p(p-1)[Dn^{p-2}+A(1-n)^{p-2}]$, is negative, so there is a single maximum. Setting the first derivative to zero gives
\begin{equation}
Dn^{p-1}=A(1-n)^{p-1}
\quad\Rightarrow\quad
\frac{n^\ddagger}{1-n^\ddagger}=\left(\frac{A}{D}\right)^{s},
\qquad s=\frac{1}{p-1},
\end{equation}
and hence $n^\ddagger=A^s/(A^s+D^s)$. Since $p=1+1/s$, we have $ps=s+1$, and the two bonding terms add up to
\begin{equation}
\frac{DA^{s+1}+AD^{s+1}}{(A^s+D^s)^p}
=\frac{AD\,(A^s+D^s)}{(A^s+D^s)^{1+1/s}}
=\frac{AD}{(A^s+D^s)^{1/s}} .
\end{equation}
The barrier is therefore
\begin{equation}
E^\ddagger=D-\frac{A}{\left[1+(A/D)^s\right]^{1/s}} .
\label{barrier}
\end{equation}
For $A\ll D$ it becomes $D-A$, the lower bound. For $A=D$ it is $D(1-2^{1-p})$: a barrier remains even when the step costs no net energy. Because $\partial E/\partial n=0$ at the top, the shift of $n^\ddagger$ does not contribute to first order, and
\begin{equation}
\frac{dE^\ddagger}{dA}=-(1-n^\ddagger)^p .
\label{slope}
\end{equation}

\section*{Numbers for the barrier}

Methane stands in for the C--H bond of the anion, a simplification that overstates the bond energy; the last section returns to it. At the CCSD(T)/cc-pVDZ level its bond energy is $D=4.68$ eV, and the barrier for abstraction by a free hydrogen atom, at a saddle located with MP2 in the two active bond lengths, is $0.70$ eV. Putting this barrier into Eq.~\eqref{barrier}, with the H--H bond energy of $4.49$ eV as the return $A$, fixes $p=1.203$. The bond energies are not converged in this small basis: the H--H value rises to $4.70$ eV in cc-pVTZ and $4.73$ eV in cc-pVQZ, and an MP2 estimate with a larger basis on carbon and the leaving hydrogen raises $D$ by about $0.16$ eV. As a test, the same exponent predicts $0.59$ eV for $\mathrm{H+H_2}$, where full configuration interaction in the same basis gives $0.44$ eV. An error of at least roughly $0.15$ eV must therefore be expected from the model, and this gas-phase test does not show how well it describes a metal surface.

For palladium I take rough values: $2.8$ eV for the H--Pd bond and $1.8$ eV for the fragment, so $A=4.6$ eV. With $s=1/0.203=4.93$, $(A/D)^s=0.919$ and
\begin{equation}
E^\ddagger_{\rm Pd}=4.68-\frac{4.6}{(1.919)^{0.203}}
=4.68-4.03=0.65\ \text{eV}.
\end{equation}
For the dielectric, with a rough return of $0.1$ eV, the result is $4.68-0.1=4.58$ eV.

Whether $0.65$ eV is low enough depends on the plating rate. The rate per site is $k=(k_BT/h)\exp(-E^\ddagger/k_BT)$. A current density $j_0=2.19$ mA/cm$^2$, derived below, shared among $N=1.5\times10^{15}$ sites per cm$^2$ with one electron per event, requires
\begin{equation}
k_{\rm req}=\frac{j_0}{eN}=9.1\ \text{s}^{-1},
\qquad
E_{\max}=k_BT\ln\frac{k_BT}{h\,k_{\rm req}}=0.76\ \text{eV}
\end{equation}
at $323$ K. Palladium passes with $k=4.7\times10^2$ s$^{-1}$, about fifty times the need, but the margin of $0.11$ eV in the barrier is smaller than the model's error. It also depends on the basis: refitting $p$ with $D=4.84$ eV and an H--H bond of $4.70$ eV, while keeping the gas-phase barrier at $0.70$ eV, gives about $0.75$ eV on palladium and leaves almost no margin. For the dielectric the formula gives about $10^{-59}$ s$^{-1}$, which means that this step does not occur there. It is not the rate of the whole bath: reactions in solution, such as hydride transfer, are outside the model.

The fragment's share matters. If palladium bound the hydrogen but returned nothing for the fragment, Eq.~\eqref{bound} would require at least $4.68-2.8=1.88$ eV, far above $E_{\max}$. Where that share comes from electron uptake, the metal's electronic states already help to lower the barrier, before any current flows.

\section*{A low barrier is not sufficient}

A broken bond on a dielectric surface may hold hydrogen with, say, $4.8$ eV. This exceeds the return on palladium, so by Eq.~\eqref{slope} its abstraction barrier is lower still. But the site must be freed again. Releasing two atoms as $\mathrm{H_2}$ costs twice the surface bond minus the H--H bond:
\begin{equation}
2(4.8)-4.49=5.11\ \text{eV},\qquad 2(2.8)-4.49=1.11\ \text{eV}
\end{equation}
for the broken bond and for palladium. The first site reacts once and stays blocked.

The palladium value is also above $E_{\max}$, so with the same prefactor the release of $\mathrm{H_2}$ would not keep pace at the assumed bond strength. If release has no barrier beyond this cost, it would do so with an H--Pd bond about $0.17$ eV weaker, as repulsion on a crowded surface might make it; by Eq.~\eqref{slope}, with slope $-0.46$, the abstraction barrier would then rise only to about $0.73$ eV. These figures use the cc-pVDZ H--H bond; with the cc-pVQZ value of $4.73$ eV the release from palladium costs $0.87$ eV, still above $E_{\max}$, and the weakening needed is only about $0.05$ eV. Oxidation of the adsorbed hydrogen to water is another exit: hydroxide takes the proton and the surface takes the electron, so this too needs a surface that accepts electrons.

\section*{Formula for the electron path}

Let an anodic and a cathodic site be joined through the solid by a resistance $R$. Their potentials against the solution are $\phi_a$ and $\phi_c$, their equilibrium potentials $E_a$ and $E_c$, and their exchange currents $I_a$ and $I_c$. The resistance of the solution is neglected. Far from equilibrium each reaction follows a Tafel law,
\begin{equation}
\phi_a=E_a+b_a\ln\frac{I}{I_a},\qquad
\phi_c=E_c-b_c\ln\frac{I}{I_c}.
\end{equation}
Electrons run from the anodic to the cathodic site, so conventional current in the solid runs the other way and $\phi_c-\phi_a=IR$. With $\Delta E=E_c-E_a$,
\begin{equation}
\Delta E-IR=b_a\ln\frac{I}{I_a}+b_c\ln\frac{I}{I_c}.
\end{equation}
For $R=0$ the solution is the mixed-potential current $I_0$. Subtracting that case, and writing $B=b_a+b_c$, leaves $-IR=B\ln(I/I_0)$. With $y=IR/B$ this reads $ye^y=RI_0/B$, which defines the Lambert function $W$:
\begin{equation}
\frac{I}{I_0}=\frac{W(\rho)}{\rho},\qquad \rho=\frac{RI_0}{B}.
\label{lambert}
\end{equation}
For a cube of side $L$ and conductivity $\sigma$, $R=L/(\sigma L^2)=1/(\sigma L)$ and $I_0=j_0L^2$, so
\begin{equation}
\rho=\frac{\sigma^*}{\sigma},\qquad \sigma^*=\frac{j_0L}{B}.
\end{equation}
For $\sigma\gg\sigma^*$, $I/I_0\approx1-\rho$, and more conductivity gains nothing. Conductivity acts as a threshold. At $\sigma=\sigma^*$ the current is $57\%$ of $I_0$.

For very large $\rho$ the Tafel laws fail, because the reverse reactions are no longer negligible. The ohmic drop cannot exceed the driving voltage, so $I\le\Delta E/R$. A numerical solution with reverse reactions included agrees with Eq.~\eqref{lambert} within $1\%$ at $\rho=0.01$, $1$ and $10$.

\section*{Numbers for the electron path}

Take $\Delta E=0.6$ V, exchange current densities of $5\times10^{-6}$ and $2\times10^{-5}$ A/cm$^2$, and equal slopes $2k_BT/e$, so that $B=0.111$ V. Then
\begin{equation}
j_0=\sqrt{j_aj_c}\;e^{\Delta E/B}=10^{-5}\,e^{5.39}\ \text{A/cm}^2=2.19\ \text{mA/cm}^2,
\end{equation}
and for $L=5$ nm the threshold is $\sigma^*=9.8\times10^{-9}$ S/cm. Palladium, at a rough $10^4$ S/cm, exceeds it by twelve orders of magnitude. Making it conduct a thousand times worse would change the current by one part in $10^9$.

A dielectric at a rough $10^{-14}$ S/cm lies six orders below the threshold. Even if it is granted the same reaction kinetics, it carries $5.5\times10^{-6}$ of $I_0$: one electron in about $50$ s, against $3400$ per second through the seed.

The two properties can be exchanged separately, with all else fixed. Palladium's barrier with the dielectric's conductivity limits the current density to $1.2\times10^{-8}$ A/cm$^2$, against $2.2\times10^{-3}$ for palladium in both respects. The dielectric's barrier with palladium's conductivity gives less than $10^{-62}$ A/cm$^2$. Within this model, with methane's bond energy and ohmic conduction, the barrier is by far the stronger obstacle, though either one alone stops useful plating.

\section*{Where the argument holds}

Electrons can also tunnel between nearby sites. One ideal channel through a $3$ eV barrier has conductance $(2e^2/h)e^{-2\kappa d}$, with $\kappa$ the decay constant of the electron wave and $d$ the distance. With the free-electron mass it reaches the required $I_0/B$ at $d=1.3$ nm; with a tunnelling mass of $0.4$ to $0.5$, as is usual for oxides, at about $2$ nm. Closer than this, poor conductivity need not block the reaction, and the abstraction barrier has to carry the explanation. Over $5$ nm the field in the dielectric can reach $1.2$ MV/cm. This is well below the roughly $10$ MV/cm at which good silica breaks down, but in a dielectric with many traps such a field can raise the conductivity by several orders of magnitude above its low-field value. The current found above for the dielectric therefore assumes that conduction stays ohmic; where it does not, the conductivity obstacle is weaker and may disappear.

The seed itself behaves as a metal. Its level spacing, $5\times10^{-5}$ eV, is far below $k_BT=0.028$ eV, and its charging energy, about $0.05$ eV, is small beside the driving voltage. The spacing grows as the inverse volume, so it would reach $k_BT$ for a seed about $0.6$ nm wide.

The chosen current corresponds to $2.9\ \mu$m of copper per hour. A real bath may break the assumption of a clean seed: water, oxide or tin residues from activation can occupy sites and reduce $A$. A loss of $0.5$ eV raises the palladium barrier to $0.92$ eV, above $E_{\max}$, and the seed would then be too slow. In the other direction, the C--H bond of the anion is weaker than that of methane. If it is weaker by $0.6$ eV, the barriers fall to $0.35$ eV on palladium and $3.98$ eV on the dielectric. Hydrogen tunnelling, estimated with the barrier curvature of $\mathrm{H+CH_4}$, speeds up the palladium step about seventeenfold, equivalent to lowering its barrier by $0.08$ eV. This factor is only an order of magnitude: the curvature comes from a coarse fit in two bond lengths, and its quantum of $0.20$ eV exceeds $2\pi k_BT=0.17$ eV, where the factor depends steeply on it.

These shifts decide whether a given seed is fast enough, so the model does not settle that margin. None of them closes the gap between the two surfaces, but its size of nearly $4$ eV belongs to methane's bond. The weakening by $0.6$ eV is an assumed value, and the anion's bond may well be weaker by $1$ eV or more. Since the barrier on the dielectric falls one for one with $D$, the gap would then be clearly smaller. The order of the two obstacles is less sensitive: on the dielectric, the barrier limits the current more than ohmic conduction does as long as it exceeds $1.10$ eV, the value at which $eNk$ equals $1.2\times10^{-8}$ A/cm$^2$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Computed bonds: CCSD(T) for carbon species, FCI for H2 and H3, cc-pVDZ
C-H bond energy D of CH4: 4.680 eV
H-H bond energy: 4.493 eV
barrier H + CH4, computed: 0.701 eV
saddle C-H length (MP2): 1.437 angstrom
saddle H-H length (MP2): 0.877 angstrom
exponent p from H + CH4: 1.203
barrier H + H2, predicted with this p: 0.591 eV
barrier H + H2, computed: 0.444 eV
exponent p from H + H2: 1.150
Surface model (rough inputs)
temperature: 323 K
thermal energy kT: 0.0278 eV
H-Pd bond, fragment return: 2.8, 1.8 eV
total return A, Pd and dielectric: 4.6, 0.1 eV
barrier on Pd: 0.651 eV
barrier on dielectric: 4.580 eV
lower bound D - A on dielectric: 4.580 eV
slope dE/dA on Pd: -0.456
rate per site on Pd: 4.69e+02 1/s
rate per site on dielectric: 2.3e-59 1/s
surface site density: 1.5e+15 1/cm2
rate per site needed for plating: 9.11 1/s
largest barrier allowed: 0.761 eV
cost of H2 release from Pd: 1.11 eV per H2
same from 4.8 eV dangling bonds: 5.11 eV per H2
Electron path
seed side 5 nm, driving voltage 0.6 V, B = 0.1113 V
exchange currents, anodic and cathodic: 5e-06, 2e-05 A/cm2
mixed-potential current density j0: 2.19 mA/cm2
copper growth at j0: 2.90 um/h
threshold conductivity: 9.84e-09 S/cm
conductivity, Pd and dielectric: 1e+04, 1e-14 S/cm
rho, Pd and dielectric: 9.8e-13, 9.8e+05
current change if Pd conducts 1000x worse: 9.8e-10 (fraction)
I/I0 through dielectric: 5.48e-06
electrons per s, Pd and dielectric: 3417, 0.019
Upper limit of current density, barrier / conductivity
Pd / Pd: 2.2e-03 A/cm2
Pd / dielectric: 1.2e-08 A/cm2
dielectric / Pd: 5.6e-63 A/cm2
dielectric / dielectric: 5.6e-63 A/cm2
Neglected effects
Pd barrier with p from H + H2: 0.500 eV
Pd barrier if A is 0.5 eV smaller: 0.916 eV
barriers if D is 0.6 eV smaller, Pd and dielectric: 0.350, 3.980 eV
change of D, cc-pVTZ on C and leaving H (MP2): 0.163 eV
zero-point energy of C-H stretch (MP2): 0.197 eV
barrier quantum, H + CH4 (MP2): 0.198 eV
H tunnelling factor on Pd rate: 16.9
electron tunnelling suffices up to (3 eV barrier): 1.32 nm
field in dielectric over 5 nm: 1.20 MV/cm
seed charging energy (permittivity 6): 0.048 eV
seed level spacing: 5.1e-05 eV
\end{verbatim}
